# Two derivations of the MOS channel current with square-root velocity saturation

## A channel with uniform charge

Consider an n-channel transistor of width \(W\) and length \(L\). The source is at \(x=0\), the drain at \(x=L\), and the drain voltage \(V_D>0\) is so small that the mobile charge is nearly the same everywhere. The charge magnitude per area is then \(CV_{GT}\), where \(C\) is the oxide capacitance per area and \(V_{GT}=V_G-V_T\) is the gate voltage above threshold. Equal charge and equal current at every point require equal velocity, hence equal field, so \(E=V_D/L\). Here \(E\) is the magnitude of the field along the channel, and \(I\) is counted positive.

The velocity law is

\[
v(E)=\frac{\mu E}{\sqrt{1+(E/E_c)^2}},\qquad v_{sat}=\mu E_c .
\]

At small fields \(v\approx\mu E\), at \(E=E_c\) the velocity is \(v_{sat}/\sqrt2\), and \(v_{sat}\) is approached as \(E\to\infty\). The current is charge times velocity times width:

\[
I\approx WCV_{GT}\,\frac{\mu V_D/L}{\sqrt{1+(V_D/E_cL)^2}} .
\]

At larger \(V_D\) the charge thins toward the drain. The electrons must then speed up to carry the same current, so the field rises along the channel. Its distribution is unknown until continuity has been integrated.

## The model and the result

Let \(V(x)\) be the channel voltage, with \(V(0)=0\), \(V(L)=V_D\) and \(E=dV/dx\). In strong inversion the charge magnitude per area is taken as

\[
Q=Cu,\qquad u=V_{GT}-mV,
\]

where the constant \(m\ge1\) is the body factor, which describes how the depletion charge grows with channel voltage. The end values are \(u_S=V_{GT}\) and \(u_D=V_{GT}-mV_D\).

This form of \(Q\) is the gradual-channel approximation: the gate and the local voltage fix the charge, and the field gradient along the channel does not enter. The current is drift only, nothing leaks out of the channel, and \(\mu\) and \(E_c\) are constant along it.

Steady continuity makes \(I=WCu\,v(E)\) independent of \(x\). It is convenient to measure the current as a voltage,

\[
a=\frac{I}{WCv_{sat}},\qquad\text{so that}\qquad \frac{v}{v_{sat}}=\frac{a}{u}. \tag{1}
\]

The result is

\[
2mE_cL\,a=F(u_S,a)-F(u_D,a), \tag{2}
\]

\[
F(u,a)=u\sqrt{u^2-a^2}-a^2\,\mathrm{arcosh}(u/a),\qquad 0<a\le u_D .
\]

It is closed, since no integral remains, but implicit, since \(a\) stands on both sides.

## First derivation: integrate over voltage

Write \(e=E/E_c\). Equation (1) reads \(e/\sqrt{1+e^2}=a/u\). Both sides are positive, so squaring loses nothing:

\[
e^2u^2=a^2(1+e^2)\quad\Rightarrow\quad e^2(u^2-a^2)=a^2 .
\]

The positive root is

\[
E=\frac{E_c\,a}{\sqrt{u^2-a^2}} . \tag{3}
\]

A finite field needs \(u>a\): the charge must be able to carry the current below \(v_{sat}\). Equality can occur only as a limit at the drain, where \(u\) is smallest.

Since \(du=-m\,dV\) and \(dV=E\,dx\), we have \(du=-mE\,dx\). Inserting (3) and separating the variables gives

\[
mE_c\,a\,dx=-\sqrt{u^2-a^2}\;du .
\]

The minus sign is absorbed by reversing the limits when integrating from source to drain:

\[
mE_cL\,a=\int_{u_D}^{u_S}\sqrt{u^2-a^2}\,du . \tag{4}
\]

The antiderivative is \(F/2\), because

\[
\frac{\partial F}{\partial u}=\sqrt{u^2-a^2}+\frac{u^2}{\sqrt{u^2-a^2}}-\frac{a^2}{\sqrt{u^2-a^2}}=2\sqrt{u^2-a^2}.
\]

Multiplying (4) by 2 gives (2). Stopping the integration at an interior point gives the voltage profile in inverse form,

\[
x=\frac{F(u_S,a)-F(u,a)}{2mE_c\,a}.
\]

Two limits follow from (4). If \(u\) changes so little that the root is nearly constant, the integral is \(mV_D\sqrt{V_{GT}^2-a^2}\). Then \(E_cL\,a=V_D\sqrt{V_{GT}^2-a^2}\), and squaring and solving gives

\[
a=\frac{V_{GT}V_D}{\sqrt{(E_cL)^2+V_D^2}},
\]

which is the uniform-charge current. A sufficient condition is \(mV_D\ll V_{GT}-a\); in very short channels, where \(a\) stays close to \(V_{GT}\), the formula remains accurate even without it.

If instead \(a\) is much smaller than \(u\) throughout, the root becomes \(u\) and

\[
2mE_cL\,a\approx u_S^2-u_D^2=2mV_{GT}V_D-m^2V_D^2 .
\]

Dividing by \(2mE_cL\) and using \(v_{sat}/E_c=\mu\) gives the constant-mobility law

\[
I\approx\frac{\mu CW}{L}\left(V_{GT}V_D-\frac{mV_D^2}{2}\right).
\]

## Second derivation: follow the field

Continuity can also be used in differentiated form, with the field as the unknown. Since \(uv\) is constant and \(du/dx=-mE\),

\[
0=\frac{d(uv)}{dx}=-mE\,v+u\,\frac{dv}{dE}\frac{dE}{dx}
\quad\Rightarrow\quad
\frac{dE}{dx}=\frac{mE}{u}\,\frac{v}{dv/dE}.
\]

For this velocity law

\[
\frac{dv}{dE}=\mu\left[\frac{1}{\sqrt{1+e^2}}-\frac{e^2}{(1+e^2)^{3/2}}\right]=\frac{\mu}{(1+e^2)^{3/2}},
\]

so \(v/(dv/dE)=E(1+e^2)\). Equation (1) supplies the charge as \(u=a\sqrt{1+e^2}/e\). Substituting both and dividing by \(E_c\),

\[
\frac{de}{dx}=\frac{mE_c}{a}\,e^3\sqrt{1+e^2}. \tag{5}
\]

The right side is positive, so the field rises monotonically toward the drain, and it rises steeply once \(e\) exceeds one.

To integrate, set \(e=1/\sinh\theta\) with \(\theta>0\). Then

\[
\sqrt{1+e^2}=\frac{\cosh\theta}{\sinh\theta},\qquad de=-\frac{\cosh\theta}{\sinh^2\theta}\,d\theta,\qquad u=a\cosh\theta ,
\]

and therefore

\[
\frac{de}{e^3\sqrt{1+e^2}}=-\frac{\cosh\theta}{\sinh^2\theta}\cdot\sinh^3\theta\cdot\frac{\sinh\theta}{\cosh\theta}\,d\theta=-\sinh^2\theta\,d\theta .
\]

Equation (5) becomes \(mE_c\,dx=-a\sinh^2\theta\,d\theta\). With \(\sinh^2\theta=(\cosh2\theta-1)/2\), integration over the whole channel gives

\[
mE_cL=\frac a2\Big[\sinh\theta\cosh\theta-\theta\Big]_{\theta_D}^{\theta_S}. \tag{6}
\]

Multiply by \(2a\). Since \(a\cosh\theta=u\) and \(a\sinh\theta=\sqrt{u^2-a^2}\), the first term is \(u\sqrt{u^2-a^2}\), while \(\theta=\mathrm{arcosh}(u/a)\). This is again equation (2).

## Where a solution exists

Differentiating \(F\) with respect to \(a\) at fixed \(u\) gives

\[
\frac{\partial F}{\partial a}=-\frac{ua}{\sqrt{u^2-a^2}}-2a\,\mathrm{arcosh}\frac ua+\frac{ua}{\sqrt{u^2-a^2}}=-2a\,\mathrm{arcosh}\frac ua .
\]

Let \(H(a)=2mE_cL\,a-F(u_S,a)+F(u_D,a)\), whose zero is the wanted current. Its slope,

\[
H'(a)=2mE_cL+2a\left[\mathrm{arcosh}\frac{u_S}{a}-\mathrm{arcosh}\frac{u_D}{a}\right],
\]

is positive because \(u_S>u_D\), so there is at most one root. As \(a\to0\), \(H\to-(u_S^2-u_D^2)<0\). A root therefore exists if and only if \(H(u_D)\ge0\), that is, if \(2mE_cL\,u_D\ge F(u_S,u_D)\).

Define \(a_{sat}\) by \(2mE_cL\,a_{sat}=F(u_S,a_{sat})\). The left side of this equation rises with \(a_{sat}\) and the right side falls, so the value is unique, and the condition is \(u_D\ge a_{sat}\). In terms of voltage,

\[
V_D\le V_{Dsat}=\frac{V_{GT}-a_{sat}}{m}.
\]

Beyond \(V_{Dsat}\) the gradual model has no solution. Holding the current at its last value is an added convention.

The curve meets that convention with a continuous slope, although its curvature diverges there. Differentiating \(H=0\) with \(du_D=-m\,dV_D\),

\[
H'(a)\,da-2m\sqrt{u_D^2-a^2}\,dV_D=0 ,
\]

\[
\frac{da}{dV_D}=\frac{\sqrt{u_D^2-a^2}}{E_cL+\dfrac am\left[\mathrm{arcosh}\dfrac{u_S}{a}-\mathrm{arcosh}\dfrac{u_D}{a}\right]} .
\]

The output conductance is \(WCv_{sat}\) times this. It vanishes at \(u_D=a\), where the drain-end velocity reaches \(v_{sat}\).

At saturation \(\theta_D=0\) and \(a_{sat}=V_{GT}/\cosh\theta_S\). With \(\lambda=mE_cL/V_{GT}\), multiplying (6) by \(2/a_{sat}\) gives \(2\lambda\cosh\theta_S=\sinh\theta_S\cosh\theta_S-\theta_S\), or

\[
2\lambda=\sinh\theta_S-\frac{\theta_S}{\cosh\theta_S}. \tag{7}
\]

For a long channel, \(\lambda\gg1\), \(\theta_S\) is large and \(\cosh\theta_S\approx2\lambda\). Then \(a_{sat}\approx V_{GT}^2/(2mE_cL)\), which is the square law \(I=\mu CWV_{GT}^2/(2mL)\).

For \(\lambda\ll1\), expanding (7) gives

\[
2\lambda\approx\theta_S+\frac{\theta_S^3}{6}-\theta_S\left(1-\frac{\theta_S^2}{2}\right)=\frac{2\theta_S^3}{3},
\]

so \(\theta_S\approx(3\lambda)^{1/3}\) and

\[
\frac{a_{sat}}{V_{GT}}\approx1-\frac{(3\lambda)^{2/3}}{2}.
\]

The current then approaches \(WCv_{sat}V_{GT}\), independent of length.

The model also shows where it breaks down. Near the drain at saturation \(e\gg1\), and (5) reduces to \(de/dx\approx(mE_c/a)e^4\). Integrating from a distance \(y=L-x\) up to the drain, where \(1/e=0\), gives \(1/(3e^3)=mE_cy/a\), so

\[
E\approx E_c\left(\frac{a}{3mE_c\,y}\right)^{1/3}.
\]

The voltage stays finite, but the field and its gradient diverge. A large field gradient along the channel contradicts the assumption that the gate alone fixes the charge.

## A worked example

Take round values in the regime of a 250 nm, 2.5 V silicon transistor: \(L=250\) nm, \(W=1\) µm, an oxide 5 nm thick, \(\mu=250\) cm²/Vs, \(v_{sat}=8\times10^6\) cm/s, \(m=1.2\), \(V_G=2.5\) V and \(V_T=0.5\) V. Then \(V_{GT}=2\) V, \(E_c=v_{sat}/\mu=0.032\) MV/cm and \(E_cL=0.8\) V. The oxide capacitance is 0.691 µF/cm², so \(WCv_{sat}=0.5525\) mA/V.

At \(V_D=0.5\) V, \(u_D=2-1.2\times0.5=1.4\) V. Solving (2) numerically by bracketing the root gives \(a=0.8991\) V. The two sides are

\[
2\times1.2\times0.8\times0.8991=1.726\ \mathrm{V^2},\qquad 2.4107-0.6844=1.726\ \mathrm{V^2}.
\]

The current is \(0.5525\times0.8991=0.497\) mA. By (3) the field rises from 0.016 MV/cm at the source to 0.027 MV/cm at the drain, around the mean \(V_D/L=0.020\) MV/cm. The output conductance is 0.530 mS.

The table compares (2) with the constant-mobility law at the same gate voltage and length.

| \(V_D\) (V) | \(I\) from (2) (mA) | constant mobility (mA) |
|---|---|---|
| 0.10 | 0.133 | 0.134 |
| 0.25 | 0.305 | 0.319 |
| 0.50 | 0.497 | 0.587 |
| 0.70 | 0.569 | 0.764 |

At 0.10 V the uniform-charge formula gives 0.137 mA, about 3% above (2). To leading order the mean charge is lower than \(CV_{GT}\) by the fraction \(mV_D/(2V_{GT})=3\%\), which accounts for the difference.

For saturation \(\lambda=1.2\times0.8/2=0.48\). The numerical root of (7) is \(\theta_S=1.260\), which gives \(a_{sat}=1.050\) V, \(V_{Dsat}=(2-1.050)/1.2=0.79\) V and \(I_{sat}=0.580\) mA. The square law would give 1.151 mA at 1.67 V, and full velocity saturation along the whole channel 1.105 mA. Both are upper bounds within the model: \(F(u_S,a)<u_S^2\) gives the first and \(a<u_S\) the second. Here \(\lambda\) is near one half, neither limit applies, and the current is about half of either bound.

## The real transistor

Devices of this generation carry very roughly 0.6 mA per µm of width at full bias. The closeness of the model's 0.58 mA is weak evidence for it, because the neglected effects are sizeable and of both signs. The following rough estimates change one thing at a time, are relative to \(I_{sat}\), and should not be added.

- **Drain region.** The gradual-channel approximation fails near the drain. Replace the end of the channel by a region obeying \(V''=(V-V_1)/\ell^2\), where \(\ell=\sqrt{\epsilon_{Si}t_{ox}x_j/\epsilon_{ox}}=35\) nm for a junction depth \(x_j=80\) nm, and join it at voltage \(V_1\) where \(E=2E_c\), a chosen matching field. At \(V_D=2.5\) V this region is 100 nm long, 40% of the channel, and the current rises by 17%; matching fields between \(E_c\) and \(5E_c\) give 9 to 17%. That range reflects the choice of matching field; carrying the body factor into the region, so that the decay length becomes \(\ell/\sqrt m\), shifts it to 7 to 16%. Taking the mobile charge as \(C(u+\ell^2V'')\) along the whole channel, with the source charge held at \(CV_{GT}\), needs no matching and gives a rise of about 20%. The same treatment already raises the current by 0.3% at \(V_D=0.5\) V, 1.4% at 0.7 V and 3% at \(V_{Dsat}\), so the last digits of the worked example belong to the gradual model only. The peak field is about 0.6 MV/cm, high enough for some impact ionization. Next to the drain the field doubles within about 24 nm, which is also the distance covered at \(v_{sat}\) in an assumed energy-relaxation time of 0.3 ps, so a velocity fixed by the local field is doubtful here too.
- **Source resistance.** A resistance \(R=200\) ohm lowers \(u_S\) to \(V_{GT}-mIR\) and the current by 9%.
- **Inversion-layer depth.** An assumed charge centroid 1.2 nm below the oxide acts as 0.4 nm of extra oxide and, with \(m\) held fixed, lowers the current by 7%; a centroid at 1.6 nm would lower it by about 10%.
- **Diffusion.** If the diffusion coefficient is \((kT/q)v/E\), diffusion replaces \(u\) by \(u+mkT/q\). At 300 K, with the source charge held fixed, this adds 2%. That relation is for a nondegenerate electron gas. At the source the inversion layer is degenerate, which raises the diffusion coefficient there by a factor of about 1.6 when higher subbands share the charge, or 2.4 if all electrons sat in the lowest one. With the factor taken at the local charge, the estimate becomes 3 to 4%.
- **Temperature.** At 375 K, with \(\mu\propto T^{-3/2}\), \(v_{sat}\propto1/[1+0.8\exp(T/600\,\mathrm K)]\) and a threshold falling by 1 mV/K, the current drops by 13%.

The mobility also depends on the gate field, so 250 cm²/Vs belongs to this gate voltage and should not be carried unchanged to another.

## What each derivation assumes

Both derivations rest on local drift, continuity and the gradual channel, and both fail at the drain when those assumptions do. They differ in what they ask of the velocity law and of the charge.

The first needs the field as a function of velocity at every point, which the square-root law supplies through (3). It needs no derivative of \(v\) or of the charge. With \(m=0\) it still works: integrating \(dx=dV/E\) at constant \(u\) returns the uniform channel. If the charge were a nonlinear function of \(V\), or the mobility depended on \(V\), the variables would still separate and one integral over voltage would remain. The linear charge is needed only for the closed form \(F\).

The second needs a differentiable, increasing \(v(E)\) and a charge that varies along the channel. With \(m=0\) it says only that \(dE/dx=0\), and the voltage condition \(EL=V_D\) must be added separately. A mobility depending on \(V\) would add a term to the differentiated continuity equation. In return, the inverse velocity law is needed only at the two ends. Since \(u=av_{sat}/v\), any such law with linear charge gives

\[
mL=a\,v_{sat}\int_{E_S}^{E_D}\frac{dv/dE}{E\,v^2}\,dE .
\]

For the alternative law \(v=\mu E/(1+E/E_c)\), \(dv/dE=\mu/(1+e)^2\) and the integrand is \(1/(v_{sat}E_c\,e^2E)\). Hence

\[
mE_cL=a\int_{e_S}^{e_D}\frac{de}{e^3}=\frac a2\left(\frac1{e_S^2}-\frac1{e_D^2}\right).
\]

Here (1) gives \(1/e=u/a-1\), so \(2mE_cL\,a=(u_S-a)^2-(u_D-a)^2\). The \(a^2\) terms cancel, leaving \(u_S^2-u_D^2-2amV_D\) on the right, and the current is explicit:

\[
a=\frac{V_{GT}V_D-mV_D^2/2}{E_cL+V_D}.
\]

For the example, with the same \(\mu\) and \(v_{sat}\), its maximum is 0.430 mA at 1.02 V, 26% below the square-root result. The sign of the difference is general. The alternative law replaces \(\sqrt{u^2-a^2}\) in (4) by \(u-a\), which is smaller for every \(u>a>0\), so the balance with \(mE_cL\,a\) is reached at a smaller current.

All numerical values are calculated from the stated model.
